# How a 10 meV Energy Error Shifts a Hafnia Transition Temperature

## Problem

A density-functional calculation compares two polymorphs of hafnia, HfO$_2$. Phase L is stable when cold and phase H when hot. The entropy of H exceeds that of L by about one Boltzmann constant $k_B$ per formula unit. The functional misplaces the energy difference between the two phases by 10 meV per formula unit.

(a) By how much, and in which direction, does the calculated transition temperature move?

(b) When is it safe to treat the entropy difference as constant, and what changes at a lower transition temperature?

(c) How does the answer compare with the effect of a small error in the phonon frequencies?

All energies, entropies and heat capacities below are per formula unit. The symbol $\Delta$ means the value for H minus the value for L. The entropy difference of one $k_B$ is a premise of the estimate, not a calculated property of a particular pair of hafnia phases.

## Solution

### What the error does to the free energies

At pressure $p$ and temperature $T$, the Gibbs energy of each phase is

$$G(p,T)=\min_V\left[E(V)+F_{\rm vib}(V,T)+pV\right],$$

where $E$ is the static energy, with the nuclei at rest, and $F_{\rm vib}$ is the vibrational free energy, including zero-point energy. Let the functional add a constant $\delta_L$ to $E$ in phase L and a constant $\delta_H$ in phase H. A constant does not move the minimum over $V$, so the volume, the phonons and the entropy of each phase stay as they were. Each $G$ is raised by its own constant, and the difference becomes

$$\Delta G(T)+\delta,\qquad \delta=\delta_H-\delta_L .$$

An error common to both phases cancels. The 10 meV of the problem is the error $\delta$ of the difference. If instead each phase could be wrong by up to 10 meV, in either direction, $|\delta|$ could reach 20 meV.

### (a) The shift

The correct transition temperature $T_0$ satisfies $\Delta G(T_0)=0$. The calculated one, $T_0+\delta T$, satisfies

$$\Delta G(T_0+\delta T)+\delta=0 .$$

At fixed pressure $\partial G/\partial T=-S$ for each phase, hence $d\Delta G/dT=-\Delta S$. Integrating from $T_0$, where $\Delta G$ vanishes, gives

$$\Delta G(T_0+\delta T)=-\int_{T_0}^{T_0+\delta T}\Delta S(T)\,dT .$$

Inserting this in the previous condition yields

$$\delta=\int_{T_0}^{T_0+\delta T}\Delta S(T)\,dT. \tag{1}$$

If $\Delta S$ hardly changes over the interval, it can be taken out of the integral:

$$\boxed{\;\delta T\simeq\frac{\delta}{\Delta S}\;} \tag{2}$$

With $\Delta S=k_B=0.086173$ meV/K,

$$\delta T\simeq\frac{10\ \text{meV}}{0.086173\ \text{meV/K}}\simeq 116\ \text{K}.$$

The sign follows from $\Delta S>0$. If the functional places H too high, $\delta$ is positive and more heating is needed before the entropy of H pays for its energy, so the calculated temperature is too high. If H is placed too low, the calculated temperature is too low.

Dividing (2) by $T_0$ gives another reading:

$$\frac{\delta T}{T_0}\simeq\frac{\delta}{T_0\Delta S}.$$

The denominator is the latent heat, because $\Delta G=\Delta H-T\Delta S$ vanishes at $T_0$, where $\Delta H$ is the enthalpy difference. To first order, the relative error in temperature is therefore the energy error divided by the latent heat.

### (b) When the entropy difference is constant

**The next order.** Regard the calculated transition temperature $T$ as a function of $\delta$. Differentiating (1) with respect to its upper limit gives $1=\Delta S(T)\,dT/d\delta$, so

$$\frac{dT}{d\delta}=\frac{1}{\Delta S(T)} .$$

A second differentiation, by the chain rule, gives

$$\frac{d^2T}{d\delta^2}=-\frac{1}{\Delta S^2}\,\frac{d\Delta S}{dT}\,\frac{dT}{d\delta}=-\frac{1}{\Delta S^3}\,\frac{d\Delta S}{dT}=-\frac{\Delta C}{T\,\Delta S^3},$$

where $\Delta C=T\,d\Delta S/dT$ is the heat-capacity difference. The Taylor series about $\delta=0$ is then

$$\delta T=\frac{\delta}{\Delta S}-\frac{\Delta C\,\delta^2}{2T_0\,\Delta S^3}+\dots, \tag{3}$$

with $\Delta S$ and $\Delta C$ taken at $T_0$. The second term has the same sign for both signs of $\delta$. For $\Delta C>0$ it shortens an upward shift and lengthens a downward one. The ratio of the second term to the first supplies the criterion: a constant $\Delta S$ is safe when $|\Delta C\,\delta|/(2T_0\Delta S^2)\ll1$, provided the value used for $\Delta S$ is the one at $T_0$.

**Entropy of harmonic modes.** To see how $\Delta C$ behaves in the simplest case, take harmonic vibrations with frequencies that do not depend on temperature, at zero pressure. This leaves out thermal expansion. If expansion softens the modes of the two phases differently, it adds to $\Delta S$ a term of either sign whose size grows with temperature. In a hot crystal this can make $|\Delta C|$ much larger than the fixed-frequency value and can reverse its sign. The heat-capacity differences found below belong to the fixed-frequency model, not to hafnia. For one mode of angular frequency $\omega$, let $x=\hbar\omega/k_BT$. The levels are $(n+\tfrac12)\hbar\omega$, and the partition function is a geometric series:

$$Z=\sum_{n=0}^{\infty}e^{-(n+1/2)x}=\frac{e^{-x/2}}{1-e^{-x}}=\frac{1}{2\sinh(x/2)} .$$

Hence $F=-k_BT\ln Z=k_BT\ln[2\sinh(x/2)]$. This already contains the zero-point energy, which must not be added again to the static energy.

For small $y=x/2$, $\sinh y=y(1+y^2/6+y^4/120+\dots)$. Using $\ln(1+u)=u-u^2/2+\dots$, the coefficient of $y^4$ in the logarithm is $1/120-1/72=-1/180$. Therefore

$$\frac{F}{k_BT}=\ln x+\frac{x^2}{24}-\frac{x^4}{2880}+\dots \tag{4}$$

The entropy is $S=-dF/dT$. The three terms of $F$ are treated in turn:

- $k_BT\ln x$ gives $k_B(1-\ln x)$, since $\ln x$ contains $-\ln T$.
- $k_BTx^2/24$ is proportional to $1/T$ and gives $+k_Bx^2/24$.
- $-k_BTx^4/2880$ is proportional to $-1/T^3$ and gives $-3k_Bx^4/2880=-k_Bx^4/960$.

Summing over modes and subtracting L from H,

$$\frac{\Delta S}{k_B}=\sum\ln\frac{\omega_L}{\omega_H}-\sum\frac{x_L^2-x_H^2}{24}+\sum\frac{x_L^4-x_H^4}{960}-\dots \tag{5}$$

The first sum is the classical value. It does not depend on temperature, which is why a constant $\Delta S$ is a good approximation for a hot harmonic crystal.

The three atoms of HfO$_2$ supply nine vibrational degrees of freedom per formula unit. If all nine modes are softened by the same factor $f$, the classical difference is $-9\ln f$. Setting this equal to one gives $f=e^{-1/9}=0.8948$: an average softening of about 10.5% is enough to produce one $k_B$.

**A model.** Let L have nine modes of energy 15, 20, 25, 30, 40, 50, 60, 70 and 80 meV, and let each H mode be softer by the factor 0.8948. These are round model values, not phonons calculated for hafnia. Let $\Delta E$ be the static energy difference. The transition is found from $\Delta E+\Delta F_{\rm vib}=0$ with the full quantum free energy. From (4), this condition reads

$$\Delta E=k_BT_0\left[1+\sum\frac{x_L^2-x_H^2}{24}-\sum\frac{x_L^4-x_H^4}{2880}+\dots\right]. \tag{6}$$

*Hot case, $\Delta E=150$ meV.* The classical transition temperature would be $150/0.086173\simeq1741$ K. The first quantum sum in (6) is 0.0079, which lowers it to $1741/1.0079\simeq1727$ K, in agreement with the numerical solution. By (5), the entropy difference there is $1-0.0079\simeq0.992$ in units of $k_B$, and (2) gives

$$\delta T\simeq\frac{116.05\ \text{K}}{0.9921}\simeq117\ \text{K}.$$

Solving again with the error included gives $+116.9$ K for $\delta=+10$ meV and $-117.0$ K for $\delta=-10$ meV. The near symmetry reflects the small heat-capacity difference, $0.016\,k_B$, which makes the second-order term only $-0.06$ K. The latent heat is $0.9921\times0.086173\times1727\simeq148$ meV, so an error of 10 meV is a relative error of about 6.8% in the temperature.

*Cool case, $\Delta E=40$ meV.* The solution is now $T_0=409$ K. Here $k_BT_0\simeq35$ meV, less than half the energy of the stiffest L mode, and the quantum terms matter. Equation (5) gives

$$\frac{\Delta S}{k_B}\simeq1-0.1413+0.0213=0.880,$$

against 0.877 from the full expression. The leading correction alone would give 0.859. The first-order shift rises to $116.05/0.8773\simeq132$ K. With $\Delta C=0.213\,k_B$, the second-order term in (3) is

$$-\frac{0.213\times(116.05\ \text{K})^2}{2\times409\ \text{K}\times0.8773^3}\simeq-5.2\ \text{K}.$$

Equation (3) thus predicts $+127$ K and $-137$ K for the two signs of the error. The full solutions are $+128$ K and $-140$ K. Higher orders account for the remaining differences.

In this fixed-frequency model the sign of $\Delta C$ has a simple origin. The stiffer modes of L are further from their classical heat capacity, so H has the larger heat capacity at the same temperature. As the model crystal cools, $\Delta S$ shrinks and a given energy error moves the transition further.

**The cold limit.** In this model the transition can disappear altogether. The L mode energies add up to 390 meV, so the zero-point energy of H is lower than that of L by

$$\tfrac12\times390\times(1-0.8948)\simeq20.5\ \text{meV}.$$

At zero temperature the cool case therefore has $\Delta G=40-20.5=19.5$ meV. An error of $-10$ meV leaves 9.5 meV and a transition at a lower temperature. An error more negative than about $-19.5$ meV would make H the stable phase already at zero temperature. Since every H mode is softer than its L partner, H also has the higher entropy at every nonzero temperature, and no crossing would remain. A temperature shift then no longer describes the error: the functional has predicted the wrong ground state.

### A table of cases

The table compares $\delta/\Delta S_{\rm cl}$, where $\Delta S_{\rm cl}$ is the classical entropy difference, with the shift found by solving for equal quantum free energies. The error is $+10$ meV throughout.

| $\Delta S_{\rm cl}/k_B$ | $\Delta E$ (meV) | Softened modes | Estimate (K) | Solved (K) |
|---|---|---|---|---|
| 0.5 | 75 | all nine | 232 | 234 |
| 1 | 150 | all nine | 116 | 117 |
| 2 | 300 | all nine | 58 | 58 |
| 1 | 150 | lowest three | 116 | 116 |
| 1 | 40 | all nine | 116 | 128 |

In the first three rows $\Delta E$ is scaled with the entropy difference, so that the classical transition temperature stays at 1741 K. The shift then follows $1/\Delta S$. The estimate is therefore only as good as the value "about one $k_B$": in the hot case, if the true value is half as large, the temperature error roughly doubles.

The fourth row puts the same total softening into the modes at 15, 20 and 25 meV, each lowered by the factor $e^{-1/3}$. The classical sum in (5) is unchanged, because $3\times\tfrac13=1$. The quantum correction depends on the change in squared mode energies, which is now

$$(15^2+20^2+25^2)(1-e^{-2/3})\simeq608\ \text{meV}^2,$$

compared with $21150\times(1-e^{-2/9})\simeq4210$ meV$^2$ when all nine modes are softened. The result is correspondingly closer to the classical estimate. In a hot crystal the total logarithmic softening matters, and its distribution over the modes has little effect.

### (c) An error in the phonons

So far the functional was assumed to give the right entropies. Now let it also change the entropy difference from $\Delta S$ to $\Delta S+\sigma$. In the classical limit, with $\Delta S$ and $\sigma$ constant, the correct transition obeys $\Delta E=T_0\Delta S$, and the calculated one obeys

$$\Delta E+\delta-T(\Delta S+\sigma)=0 .$$

Solving for $T$ and subtracting $T_0$,

$$\delta T=\frac{\Delta E+\delta}{\Delta S+\sigma}-T_0=\frac{\Delta E+\delta-T_0\Delta S-T_0\sigma}{\Delta S+\sigma}=\frac{\delta-T_0\sigma}{\Delta S+\sigma}. \tag{7}$$

The last step uses $\Delta E=T_0\Delta S$. The entropy error enters the numerator multiplied by the temperature, so, measured in meV or in kelvin, it weighs most in a hot transition.

Suppose all H modes are calculated 1% too stiff while the L modes are right. Each logarithm in (5) loses $\ln1.01$, and

$$\sigma=-9k_B\ln1.01\simeq-0.0896\,k_B .$$

At the hot transition the classical free-energy error is $-T_0\sigma\simeq0.0896\times0.086173\times1727\simeq13.3$ meV. The quantum value is 13.4 meV. This exceeds the 10 meV error in the static energy. At the cool transition the same classical estimate gives only $0.0896\times0.086173\times409\simeq3.2$ meV, so there the static error is the larger one. With $\delta=0$, equation (7), evaluated with $\Delta S=k_B$ and the quantum value $T_0=1727$ K, gives

$$\delta T\simeq\frac{0.0896\times1727\ \text{K}}{1-0.0896}\simeq170\ \text{K},$$

and the full solution gives 172 K. With the static error of $+10$ meV as well,

$$\delta T\simeq\frac{116.0\ \text{K}+154.7\ \text{K}}{1-0.0896}\simeq297\ \text{K},$$

against 301 K from the full solution. Here both errors push the temperature up. Had H been placed too low in energy, they would have partly cancelled, and a good transition temperature would not have shown that either ingredient was right.

If both phases were too stiff by the same factor, the ratios $\omega_L/\omega_H$ would be unchanged and the classical $\sigma$ would vanish. In the classical limit, what matters is the phonon error of one phase relative to the other, just as for the static energies. The quantum sums in (6) do not cancel in this way: a common stiffening of 1% raises the first sum by 2%, which lowers the cool transition by about 1 K.

### Using the estimate

Equation (2) can be turned round to set a target. To fix the transition temperature within 50 K when $\Delta S\simeq k_B$, the energy difference must be known within

$$50\ \text{K}\times0.086173\ \text{meV/K}\simeq4.3\ \text{meV}$$

per formula unit, provided the entropy difference is right. In the hot model an error of this size moves the transition by 50.4 K. In the cool model, where $\Delta S$ is smaller, it moves the transition further, so the target must be tighter.

Three conditions limit the use of these numbers for hafnia:

- **The error is a constant.** If the functional's error varies with volume, it changes the equilibrium volumes and through them the phonons. Part of it then acts as an entropy error, as in (7).
- **The vibrations are harmonic in the model.** Equation (1) itself does not need this. With strong anharmonicity, however, $\Delta S$ and its temperature dependence must come from a treatment that includes it.
- **The temperature is that of equal bulk free energies.** A first-order transition observed on heating or cooling can be displaced by hysteresis and slow nucleation. In thin ferroelectric films, surface energy, strain and electric field also contribute to the free-energy difference. A contribution that does not depend on temperature acts like $\delta$ in (1), while a temperature-dependent one also changes $\Delta S$.

The main model parameters and the numerically solved shifts are listed in the numerical output below.

## Numbers as computed

```
Boltzmann constant: 0.086173 meV/K
Mode energies of L: 15, 20, 25, 30, 40, 50, 60, 70, 80 meV
Softening factor of every H mode: 0.8948
Energy error: 10.0 meV per formula unit
Simple estimate for DeltaS = 1 k_B: 116.05 K
Hot case, static energy difference: 150.0 meV
Hot case, transition temperature: 1727.0 K
Hot case, DeltaS at transition: 0.9921 k_B
Hot case, leading quantum reduction: 0.0079 k_B
Hot case, next quantum term: +0.00007 k_B
Hot case, DeltaS from expansion: 0.9921 k_B
Hot case, DeltaC at transition: 0.0156 k_B
Hot case, first-order shift: 116.96 K
Hot case, second-order term: -0.06 K
Hot case, root shift for +error: 116.91 K
Hot case, root shift for -error: -117.03 K
Cool case, static energy difference: 40.0 meV
Cool case, transition temperature: 409.0 K
Cool case, DeltaS at transition: 0.8773 k_B
Cool case, leading quantum reduction: 0.1413 k_B
Cool case, next quantum term: +0.02134 k_B
Cool case, DeltaS from expansion: 0.8800 k_B
Cool case, DeltaC at transition: 0.2130 k_B
Cool case, first-order shift: 132.28 K
Cool case, second-order term: -5.19 K
Cool case, root shift for +error: 128.40 K
Cool case, root shift for -error: -140.35 K
Hot case, only three modes softened, shift: 116.17 K
Classical DeltaS 0.5 k_B, static 75 meV: estimate 232.1 K, root 233.8 K
Classical DeltaS 1.0 k_B, static 150 meV: estimate 116.0 K, root 116.9 K
Classical DeltaS 2.0 k_B, static 300 meV: estimate 58.0 K, root 58.4 K
H phonons stiffened by: 1.0 %
Classical entropy error: -0.0896 k_B
Free-energy error from phonons at hot T0: 13.42 meV
Phonon error alone: estimate 169.9 K, root 172.3 K
Phonon and +energy error: estimate 297.3 K, root 300.6 K
Energy accuracy for 50 K at 1 k_B: 4.31 meV
Root shift for that energy error: 50.38 K
```
